# Transmission and critical coupling of an all-pass ring resonator

A straight waveguide, the bus, runs past a closed ring waveguide and exchanges light with it at one coupler. Light enters at one end of the bus and is detected at the other. The problem is to find what fraction of the power arrives, and when none does.

Both waveguides carry a single mode, the response is linear, and light circulates in the ring in one direction without back-reflection. The input has one frequency. Fields vary as $e^{-i\omega\tau}$, with $\tau$ the time, so propagation over a distance $z$ multiplies a field by a factor with phase $+\beta z$. Fields are scaled so that their squared modulus is power. Four of them matter, all taken at the coupler:

- $E$, entering on the bus, and $E_{\rm out}$, leaving on the bus;
- $v$, arriving from the ring, and $u$, leaving into the ring.

The coupler acts as

$$E_{\rm out}=tE+i\kappa v,\qquad u=i\kappa E+tv, \tag{1}$$

with $t$ and $\kappa$ real and positive. One turn of the ring multiplies the field by $a\,e^{i\phi}$, where $0<a<1$ describes loss and $\phi$ is the accumulated phase:

$$v=a\,e^{i\phi}u. \tag{2}$$

## (a) What does a lossless coupler require of $t$ and $\kappa$?

**Solution.** The outgoing powers are

$$|E_{\rm out}|^2=t^2|E|^2+\kappa^2|v|^2+2\,{\rm Re}(-i\,t\kappa\,Ev^*),$$

$$|u|^2=\kappa^2|E|^2+t^2|v|^2+2\,{\rm Re}(+i\,t\kappa\,Ev^*).$$

The minus sign in the first line comes from $(i\kappa v)^*=-i\kappa v^*$. In the sum the interference terms cancel, leaving

$$|E_{\rm out}|^2+|u|^2=(t^2+\kappa^2)\left(|E|^2+|v|^2\right).$$

Output power equals input power for all inputs if and only if

$$t^2+\kappa^2=1. \tag{3}$$

With equal cross-coupling coefficients in both directions, as in (1), the factor $i$ is what makes the interference terms cancel. From here on $0<t<1$.

## (b) Find the steady-state power transmission $T=|E_{\rm out}/E|^2$.

**Solution.** Insert (2) into the second equation of (1):

$$u=i\kappa E+ta\,e^{i\phi}u\quad\Rightarrow\quad \frac{u}{E}=\frac{i\kappa}{1-ta\,e^{i\phi}}. \tag{4}$$

The division is allowed because $|ta\,e^{i\phi}|=ta<1$. The first equation of (1), with $v=a\,e^{i\phi}u$ and $i\cdot i=-1$, gives

$$\frac{E_{\rm out}}{E}=t-\frac{\kappa^2a\,e^{i\phi}}{1-ta\,e^{i\phi}}
=\frac{t-(t^2+\kappa^2)\,a\,e^{i\phi}}{1-ta\,e^{i\phi}}.$$

By (3) the bracket equals one, so

$$\frac{E_{\rm out}}{E}=\frac{t-a\,e^{i\phi}}{1-ta\,e^{i\phi}}. \tag{5}$$

For real $x$ and $y$, $|x-y\,e^{i\phi}|^2=x^2-2xy\cos\phi+y^2$. Applying this to numerator and denominator,

$$T=\frac{t^2-2ta\cos\phi+a^2}{1-2ta\cos\phi+t^2a^2}. \tag{6}$$

Two limits check the result. If $a\to0$, nothing returns from the ring and $T=t^2$, the transmission of the coupler alone. If $a=1$ with $t<1$, numerator and denominator coincide and $T=1$ at every phase. A lossless ring changes only the phase of the output, which is why the device is called an all-pass resonator.

## (c) For which $t$ and $\phi$ does the output vanish?

**Solution.** Use $\cos\phi=1-2\sin^2(\phi/2)$ in (6). The numerator becomes

$$t^2-2ta+a^2+4ta\sin^2\tfrac{\phi}{2}=(t-a)^2+4ta\sin^2\tfrac{\phi}{2},$$

and the denominator is treated in the same way:

$$T=\frac{(t-a)^2+4ta\sin^2(\phi/2)}{(1-ta)^2+4ta\sin^2(\phi/2)}. \tag{7}$$

The denominator is at least $(1-ta)^2>0$, so $T=0$ requires a vanishing numerator. The numerator is a sum of two non-negative terms, so both must vanish. Since $ta>0$, the second vanishes only for $\phi=2\pi m$ with integer $m$, which is the resonance condition. The first vanishes only for $t=a$. Conversely, if both conditions hold, the numerator is zero. Hence

$$T=0\iff \phi=2\pi m\ \text{ and }\ t=a. \tag{8}$$

The resonant output vanishes when the field transmission of the coupler equals that of one turn. This is called critical coupling. In terms of power it reads $\kappa^2=1-a^2$: the fraction coupled across equals the fraction lost per turn.

The point $t=a=1$ is excluded. There the resonant value of (7) is $0/0$, and its limit depends on how the point is approached: $a=1$, $t\to1$ gives $T=1$, whereas $t=a\to1$ gives $T=0$.

## (d) Which fields cancel, and where does the power go?

**Solution.** On resonance $e^{i\phi}=1$, and the output is the sum of a direct field and a field leaking out of the ring:

$$\frac{E_{\rm out}}{E}=t-\frac{\kappa^2a}{1-ta}=\frac{t-a}{1-ta}. \tag{9}$$

The leaked field has crossed the coupler twice, and the two factors $i$ give it the sign opposite to that of the direct field. At $t=a$ its value is $-(1-a^2)a/(1-a^2)=-a$, which cancels the direct field $+a$. For $t>a$ (under-coupling) the leaked field is too weak and the output is positive. For $t<a$ (over-coupling) it is too strong and the output is negative.

For the power, combine conservation at the coupler, $|E|^2+|v|^2=|E_{\rm out}|^2+|u|^2$, with $|v|^2=a^2|u|^2$. Dividing by $|E|^2$ and writing $B=|u/E|^2$ for the build-up,

$$1-T=(1-a^2)B. \tag{10}$$

The right side is the power lost along the ring relative to the input. When $T=0$, all the input power is lost there.

Because $T\ge0$, (10) also gives $B\le1/(1-a^2)$, with equality when $T=0$. For a given ring loss, critical coupling on resonance therefore gives the largest circulating power.

## (e) How wide is the resonance?

**Solution.** From (4), $B=\kappa^2/|1-ta\,e^{i\phi}|^2$. Putting this into (10) and writing the denominator as in (7),

$$1-T=\frac{(1-a^2)(1-t^2)}{(1-ta)^2+4ta\sin^2(\phi/2)}.$$

The depth $1-T$ falls to half its resonant value when the denominator has doubled, that is, when $4ta\sin^2(\phi/2)=(1-ta)^2$. The two solutions around a resonance lie symmetrically on either side, so the full width in phase is

$$\Delta\phi=4\arcsin\frac{1-ta}{2\sqrt{ta}}. \tag{11}$$

This requires $1-ta\le2\sqrt{ta}$. With stronger loss or coupling the depth never falls to half its peak, even midway between resonances.

To convert phase to frequency $\nu$, let the effective index be linear in wavelength, $n_{\rm eff}=n_0+n'(\lambda-\lambda_0)$. Then

$$\phi=\frac{2\pi L\,n_{\rm eff}}{\lambda}=2\pi L\left(\frac{n_g}{\lambda}+n'\right),\qquad n_g=n_{\rm eff}-\lambda n'=n_0-n'\lambda_0, \tag{12}$$

where $L$ is the ring length and $n_g$ the group index, here a constant. Since $1/\lambda=\nu/c$, the phase is linear in frequency. It grows by $2\pi$ over the free spectral range

$$\Delta\nu_{\rm FSR}=\frac{c}{n_gL}, \tag{13}$$

and, with $t$ and $a$ taken as independent of frequency, the linewidth is $\delta\nu=\Delta\nu_{\rm FSR}\,\Delta\phi/2\pi$.

## (f) Evaluate a ring of radius 10 µm with a loss of 20 dB/cm, $n_0=2.40$ at $\lambda_0=1550$ nm and $n_g=4.20$.

**Solution.** These are round model parameters. The length is $L=2\pi\times10$ µm $=62.832$ µm, and the loss per turn is 20 dB/cm times this length, or $0.12566$ dB. A field ratio corresponds to $20\log_{10}$ in decibels, so

$$a=10^{-0.12566/20}=0.985637,\qquad a^2=0.971479.$$

The digits are kept because the results depend on the small difference $1-a^2$. Critical coupling needs $t=0.985637$, or $\kappa^2=1-0.971479=0.0285$. A coupler that transfers less than 3 % of the power can thus extinguish the output completely.

At $\lambda_0$ the ratio $n_0L/\lambda_0$ is closest to the integer $m=97$. Setting $\phi=2\pi m$ in (12), with $n'=(n_0-n_g)/\lambda_0$, gives

$$\lambda_{97}=\frac{n_g}{m/L-n'}=\frac{4.20}{97/L+1.80/(1550\ {\rm nm})}=1552.63\ {\rm nm},$$

a frequency of 193.087 THz. Equation (13) gives a free spectral range of 1136 GHz. At critical coupling (11) gives

$$\Delta\phi=4\arcsin\frac{0.028521}{2\times0.985637}=0.05787\ {\rm rad},$$

$$\delta\nu=1136\ {\rm GHz}\times\frac{0.05787}{2\pi}=10.46\ {\rm GHz}.$$

The quality factor $\nu/\delta\nu$ is about $1.85\times10^4$. At a phase of 0.05 rad from resonance $T$ has already recovered to 0.749, and midway between resonances it is 0.9998.

Changing the coupler while keeping the ring gives these resonant values:

| $\kappa^2$ | leaked field | $E_{\rm out}/E$ | $T$ | $B$ |
|---|---|---|---|---|
| 0.0100 | −0.511 | 0.484 | 0.235 | 26.8 |
| 0.02852 | −0.986 | 0 | 0 | 35.1 |
| 0.03137 | −1.033 | −0.048 | 0.0023 | 35.0 |
| 0.0800 | −1.444 | −0.485 | 0.235 | 26.8 |

The third row has $\kappa^2$ 10 % above its critical value. The extinction is then limited to −26.3 dB, while the build-up hardly changes.

The first and last rows have nearly the same $T$ although their couplings differ eightfold. To see why, write $\ell=1-a^2$ for the power loss per turn. For small $\ell$ and $\kappa^2$, $a\approx1-\ell/2$ and $t\approx1-\kappa^2/2$, so $t-a\approx(\ell-\kappa^2)/2$ and $1-ta\approx(\ell+\kappa^2)/2$. Equation (9) becomes, to leading order,

$$\frac{E_{\rm out}}{E}\approx\frac{\ell-\kappa^2}{\ell+\kappa^2}. \tag{14}$$

Replacing $\kappa^2$ by $\ell^2/\kappa^2$ reverses the sign of this expression and keeps its magnitude. The couplings 0.01 and 0.08 nearly form such a pair, since their product is close to $\ell^2=0.0285^2$. The resonant power alone therefore does not tell under-coupling from over-coupling. The sign of the resonant field relative to the field midway between resonances does: by (5) the latter is $(t+a)/(1+ta)$ times the input, which is positive in both cases.

## (g) The input is switched on suddenly, on resonance and at critical coupling. How does the output become dark?

**Solution.** Let $u_n$ be the field leaving the coupler into the ring after $n$ turns. At first the ring is empty, so $u_0=i\kappa E$. Afterwards $u_n=i\kappa E+ta\,u_{n-1}$, which sums to

$$u_{n-1}=i\kappa E\sum_{k=0}^{n-1}(ta)^k=i\kappa E\,\frac{1-(ta)^n}{1-ta}.$$

The field arriving at the coupler after $n$ turns is $a\,u_{n-1}$, so the output is

$$\frac{E_{{\rm out},n}}{E}=t-\kappa^2a\,\frac{1-(ta)^n}{1-ta}.$$

As $n\to\infty$, $(ta)^n\to0$ and (9) is recovered. For $t=a$ and $\kappa^2=1-a^2$ the fraction simplifies:

$$\frac{E_{{\rm out},n}}{E}=a-a\left(1-a^{2n}\right)=a^{2n+1}. \tag{15}$$

Just after switch-on the transmitted power is $a^2=0.971$ of the input, because no leaked field exists yet to cancel the direct one. The power then falls as $a^{4n+2}$. It drops below 0.001 when $4n+2>\ln(1000)/\ln(1/a)$, which first holds at $n=119$. By (12) a signal envelope needs the time $n_gL/c=0.8803$ ps per turn, so this takes $119\times0.8803$ ps $=104.8$ ps. The zero in (8) is a steady-state property: the output power falls by a factor $e$ in $0.8803\ {\rm ps}/[4\ln(1/a)]=15$ ps, and an input short compared with that time is largely transmitted, whereas a pulse of a few tens of picoseconds already loses a sizeable part of its energy in the ring.

## (h) Does the condition $t=a$ survive for a general coupler, and for one with loss?

**Solution.** Replace (1) by $E_{\rm out}=S_{11}E+S_{12}v$ and $u=S_{21}E+S_{22}v$, with complex coefficients. The steps of part (b) give $u=S_{21}E/(1-S_{22}a\,e^{i\phi})$ and

$$\frac{E_{\rm out}}{E}=S_{11}+\frac{S_{12}S_{21}\,a\,e^{i\phi}}{1-S_{22}\,a\,e^{i\phi}}
=\frac{S_{11}-D\,a\,e^{i\phi}}{1-S_{22}\,a\,e^{i\phi}}, \tag{16}$$

where $D=S_{11}S_{22}-S_{12}S_{21}$ is the determinant of $S$. A coupler without gain has $|S_{22}|\le1$, so the denominator does not vanish. The output is zero when $S_{11}=D\,a\,e^{i\phi}$. The phase of this equation fixes the value of $\phi$ at which the zero can occur, and its modulus requires

$$|S_{11}|=a\,|D|. \tag{17}$$

*Lossless coupler.* Power conservation makes $S$ unitary, so $|D|=1$ and (17) reduces to $|S_{11}|=a$. Comparing the lower right elements of $S$ and of $(S^{-1})^\dagger=S$ gives $S_{22}=D\,S_{11}^*$. With $S_{11}=t\,e^{i\theta_1}$ and $S_{22}=t\,e^{i\theta_2}$ this means $D=e^{i(\theta_1+\theta_2)}$, and (16) becomes

$$\frac{E_{\rm out}}{E}=e^{i\theta_1}\,\frac{t-a\,e^{i(\phi+\theta_2)}}{1-ta\,e^{i(\phi+\theta_2)}}.$$

This is (5) with a shifted phase and an overall phase factor. The real form (1) therefore lost no generality: the coupler phases move the resonances but leave the condition $t=a$ unchanged.

*Lossy coupler.* Suppose the coupler passes the same fraction $\eta$ of the power for every combination of the two inputs. Then $S$ is $\sqrt\eta$ times a unitary matrix, which we take to be of the form (1). The determinant is quadratic in the elements, hence $D=\eta$, and (17) demands $S_{11}=\eta a$. For $\eta=0.99$ and the ring of part (f), this is $0.99\times0.985637=0.97578$.

If the coupler is set to $S_{11}=a$ instead, then $S_{22}=a$ as well, and on resonance (16) leaves

$$T=\left[\frac{a(1-\eta)}{1-a^2}\right]^2=\left[\frac{0.985637\times0.01}{0.028521}\right]^2=0.119.$$

With this setting, and with the loss equal for all inputs, a coupler loss of 1 % leaves 12 % of the power in the output. The figure changes if the loss is distributed differently in the coupler. It also depends on the setting: holding $S_{11}=a$ lowers the cross-coupling of the unitary factor to $1-a^2/\eta=0.0187$, while the loss per turn including the coupler rises to $1-\eta a^2=0.0382$. If instead the unitary factor keeps $t=a$, so that $S_{11}=S_{22}=\sqrt\eta\,a$, then (16) gives $T=\eta\left[a(1-\sqrt\eta)/(1-\sqrt\eta\,a^2)\right]^2=0.022$. The effect is large because the 1 % must be compared with the 2.85 % lost per turn in the ring, not with the input power. The equality of coupler and round-trip transmission is the condition for darkness when the coupler is lossless; otherwise (17) takes its place. The numerical output below lists the main values used here.

## Computed results

```
ring radius = 10.0 um
ring length = 62.832 um
propagation loss = 20.0 dB/cm
effective index at 1550 nm = 2.40
group index = 4.20
loss per turn = 0.12566 dB
field transmission per turn a = 0.985637
power transmission per turn a^2 = 0.971479
t at numerically found zero = 0.985637
critical power coupling kappa^2 = 0.028521
mode number = 97
resonance wavelength = 1552.627 nm
resonance frequency = 193.0873 THz
free spectral range = 1136.03 GHz
phase width at half depth, critical = 0.057874 rad
linewidth, critical = 10.464 GHz
loaded quality factor, critical = 18453
critical, T at phase 0.05 rad = 0.74907
critical, T midway between resonances = 0.999791
On resonance (fields relative to input field, powers to input power):
under-coupled: kappa^2 = 0.010000, t = 0.994987
  leaked field = -0.510587, output field = 0.484400
  T = 0.234644, build-up B = 26.835
critical: kappa^2 = 0.028521, t = 0.985637
  leaked field = -0.985637, output field = 0.000000
  T = 0.000000, build-up B = 35.062
kappa^2 10% high: kappa^2 = 0.031373, t = 0.984189
  leaked field = -1.032536, output field = -0.048347
  T = 0.002337, build-up B = 34.981
  T in decibels = -26.31 dB
over-coupled: kappa^2 = 0.080000, t = 0.959166
  leaked field = -1.443876, output field = -0.484710
  T = 0.234943, build-up B = 26.825
time per turn = 0.8803 ps
critical, T just after switch-on = 0.97148
turns until T < 0.001 = 119
time until T < 0.001 = 104.8 ps
coupler excess power loss = 1.0 %
lossy coupler with S11 = a: resonant T = 0.11943
lossy coupler: S11 that gives zero output = 0.975780
```
